# Bonding, Antibonding and the Acceptor Level of the Vacancy-Oxygen Centre in Silicon

## The decision in a defect calculation

A supercell calculation for a neutral vacancy-oxygen centre in silicon shows one empty defect level in the gap. Two decisions follow. Which charge states deserve their own calculation, and may the position of the empty level be taken as the acceptor level?

Both are decided by total energies; in a periodic supercell those of charged states also need finite-size and potential-alignment corrections, which are not treated here. Let $E(N)$ be the energy with $N$ electrons in the two silicon dangling orbitals that oxygen leaves free; $N=2$ is the neutral centre. With electrons available at Fermi level $\mu$, the stable charge state minimizes $E(N)-N\mu$. The charge levels are

$$A=E(3)-E(2),\qquad D=E(2)-E(1),\qquad S=E(4)-E(3),$$

for the acceptor, the donor and the second acceptor. An electron at the conduction edge $E_c$ is bound by the neutral centre if $A<E_c$. Suppose that the charge levels rise with each added electron, as they do in the repulsive model below. The centre is then a single acceptor and nothing else if also $A>E_v$, $D<E_v$ and $S>E_c$, where $E_v$ is the valence edge.

An empty antibonding orbital supplies a place for the electron. Whether the electron is bound there depends on the orbital's energy and on electron repulsion. The explanation by bonding and antibonding orbitals therefore needs these inequalities.

The algebra is in atomic units; numbers are in eV, measured from $E_v$, and in angstrom. The nuclei are fixed.

## Which two orbitals remain

The vacancy has four silicon dangling orbitals $d_1,\dots,d_4$, taken as orthonormal, with energy $e_d$ and mutual matrix element $-h$, $h>0$. Their Hamiltonian is $(e_d+h)\mathbf 1-h\mathbf J$, where every element of $\mathbf J$ is one. The eigenvalues of $\mathbf J$ are $4,0,0,0$, so the levels are $e_d-3h$ once and $e_d+h$ three times. Four electrons fill the lowest level and put two electrons into the triplet.

Oxygen enters on the twofold axis, near atoms 3 and 4. It brings six valence electrons and four orbitals, $s,p_x,p_y,p_z$. Ten electrons now fill five of eight orbitals.

Let atoms 1 and 2 lie at $\pm x_1$ in the plane $y=0$, and atoms 3 and 4 in the plane $x=0$, which also contains oxygen. The reflection $x\to-x$ exchanges $d_1$ and $d_2$, reverses $p_x$ and leaves the other orbitals unchanged. The odd orbitals are thus $u_0=(d_1-d_2)/\sqrt2$ and $p_x$. The first has energy

$$\langle u_0|H|u_0\rangle=\tfrac12[e_d+e_d-2(-h)]=e_d+h.$$

Let $v(r)$ be the strength of the coupling between oxygen and a dangling orbital at distance $r$, so that $\langle d_i|H|p_x\rangle=-v(r)\,x_i/r$. Since $x_2=-x_1$, the coupling of $u_0$ to $p_x$ is $-k$ with $k=\sqrt2\,v(r)\,x_1/r$. The secular equation $(E-e_d-h)(E-e_p)=k^2$ has the upper root

$$e_u=\frac{e_d+h+e_p}{2}+\sqrt{\left(\frac{e_d+h-e_p}{2}\right)^2+k^2}.$$

The even combination $g_0=(d_1+d_2)/\sqrt2$ has energy $e_d-h$. It couples through a vector $w$ to $(d_3+d_4)/\sqrt2$, $s$ and $p_z$, whose Hamiltonian is $H_r$. With amplitude $a$ on $g_0$ and $b$ on the rest, the eigenvalue equations are

$$(e_d-h)a+w^Tb=Ea,\qquad wa+H_rb=Eb.$$

The second gives $b=(E-H_r)^{-1}wa$. Inserting this in the first and dividing by $a$ gives

$$E=e_d-h+w^T(E-H_r)^{-1}w.$$

The root that descends from $g_0$ is $e_g$. Eigenstates of $H_r$ above it push it down, and those below push it up.

The example uses round model parameters and is not a prediction for silicon: $e_d=0.45$, $h=0.40$, $e_s=-20$, $e_p=-6$ and $E_c=1.20$ eV. The coupling is $v(r)=4.0\exp[-(r-1.6)/0.6]$ eV, with $r$ in angstrom. Oxygen is 1.616 angstrom from its two bonded neighbours and 2.843 angstrom from atoms 1 and 2, which have $x_1=1.8$ angstrom. Hence $k=0.452$ eV and

$$e_u=-2.575+\sqrt{3.425^2+0.452^2}=0.880\ \text{eV}.$$

The even equation gives $e_g=-0.133$ eV. These are the sixth and fifth levels, so $g$ is full and $u$ is empty. The free pair carries 89% of the weight of $g$ and 99.6% of that of $u$.

The two highest levels, silicon-oxygen antibonding in character, lie at 2.21 and 3.58 eV, above $E_c$. Without oxygen three levels lie in the gap, and with oxygen one does. If oxygen is coupled to its own two neighbours and not to the free pair, one still does. In this model, then, it is the bonding of oxygen to atoms 3 and 4 that lifts two of the three triplet levels out of the gap. The count of one also requires $g$ to lie below $E_v$, and this depends on the parameters: $g_0$ has energy $e_d-h=0.05$ eV, inside the gap, and it is its remaining coupling $-h$ to atoms 3 and 4 that pushes it below the edge. A stronger silicon-oxygen bond weakens this push; with the coupling to atoms 3 and 4 larger by half, $g$ rises just above $E_v$ and two levels lie in the gap.

## The interacting pair

Set

$$m=\frac{e_g+e_u}{2}=0.373\ \text{eV},\qquad t=\frac{e_u-e_g}{2}=0.506\ \text{eV}.$$

The combinations $(g\pm u)/\sqrt2$ are localized mainly on atoms 1 and 2 and are called sites 1 and 2. The other eight electrons are treated as inert. Two electrons repel by $U$ on the same site and by $V$ on different sites. With $n_i=n_{i\uparrow}+n_{i\downarrow}$,

$$H=m(n_1+n_2)-t\sum_\sigma(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma})+U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)+V(n_1-1)(n_2-1).$$

The subtractions prevent double counting. The one-electron levels are taken to contain the mean repulsion of the neutral pair: half an electron of opposite spin on the same site, $U/2$, and one electron on the other site, $V$. Expanding the products shows that the energy of a site without this repulsion is

$$\epsilon=m-\frac U2-V.$$

The expansion also leaves a constant $U/2+V$, which cancels from all charge levels. The derivations use

$$\delta=\frac{U-V}{2},\qquad R=\sqrt{\delta^2+4t^2},\qquad F=R-t+\frac V2,$$

and the result to be derived is

$$A=m+F,\qquad D=m-F,\qquad S=m+t+\frac U2+V .$$

## First derivation: delocalized orbitals

Work with $g$ and $u$ and omit the constant. Their energies without pair repulsion are $\epsilon_g=\epsilon-t$ and $\epsilon_u=\epsilon+t$. The repulsion enters through Coulomb integrals $J$ and the exchange integral $K$ between $g$ and $u$. Each orbital has half its density on each site, so two electrons in these orbitals meet on one site with probability one half:

$$J_{gg}=J_{uu}=J_{gu}=\frac{U+V}{2}.$$

The product $gu$ is $+\frac12$ times the density of site 1 and $-\frac12$ times that of site 2. Its self-repulsion is

$$K=\tfrac14(U+U-2V)=\frac{U-V}{2}=\delta.$$

One electron occupies $g$, so $E(1)=\epsilon-t$.

For two electrons, reflection lets $g^2$ mix with $u^2$ but not with states that have one electron in each orbital. The matrix element between $g^2$ and $u^2$ is $K$. In this basis

$$H_2=2\epsilon+\frac{U+V}{2}+\begin{pmatrix}-2t&\delta\\ \delta&2t\end{pmatrix}.$$

The last matrix has zero trace and determinant $-(4t^2+\delta^2)$, so its eigenvalues are $\pm R$ and

$$E(2)=2\epsilon+\frac{U+V}{2}-R.$$

The states with one electron in each orbital have energies $2\epsilon+J_{gu}\pm K$, that is $2\epsilon+U$ for the singlet and $2\epsilon+V$ for the triplet. For $t>0$ we have $R>|\delta|$, so $E(2)$ lies below both. The neutral ground state is a singlet, and the triplet is higher by $R-\delta$.

Three electrons in $g^2u$ contain one pair in $g$ and two $g$–$u$ pairs, one of them with parallel spins:

$$E(3)=2\epsilon_g+\epsilon_u+J_{gg}+2J_{gu}-K=3\epsilon-t+U+2V.$$

The configuration $gu^2$ has the same repulsion and lies $2t$ higher. Reflection forbids mixing of the two. With both orbitals full, the repulsion is $2U$ on the sites and $4V$ between them, so $E(4)=4\epsilon+2U+4V$.

Subtraction gives

$$\begin{aligned}
A&=\epsilon+\frac{U+3V}{2}+R-t=m+\frac V2+R-t=m+F,\\
D&=\epsilon+\frac{U+V}{2}-R+t=m-\frac V2-R+t=m-F,\\
S&=\epsilon+t+U+2V=m+t+\frac U2+V.
\end{aligned}$$

The middle step in each line inserts $\epsilon=m-U/2-V$.

This route also shows where the added electron goes. Write the neutral state as $\cos\theta\,|g^2\rangle-\sin\theta\,|u^2\rangle$. Diagonalizing the matrix gives $\cos2\theta=2t/R$. An electron added to $u$ cannot enter $u^2$, so it reaches $g^2u$ with amplitude $\cos\theta$. Its square is

$$\cos^2\theta=\frac12\left(1+\frac{2t}{R}\right).$$

Adding an electron to $g$ gives an even state or nothing, and the anion ground state is odd; that amplitude vanishes.

## Second derivation: sites and holes

Now keep the full $H$ and describe the electrons by site. No orbital integrals are needed.

For one electron the occupied site contributes $U(\frac12)(-\frac12)=-U/4$ and the empty site $+U/4$. The $V$ term contains $n_i-1=0$ for the occupied site. The interaction therefore vanishes, and hopping gives $E(1)=m-t$.

For two electrons of opposite spin, define an ionic and a covalent singlet:

$$|I\rangle=\frac{c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger}{\sqrt2}|0\rangle,\qquad
|C\rangle=\frac{c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger}{\sqrt2}|0\rangle.$$

In $|I\rangle$ one site is full and one empty, so the interaction is $U/4+U/4+V(1)(-1)=U/2-V$. In $|C\rangle$ both sites hold one electron, so it is $-U/4-U/4=-U/2$. Hopping turns each term of $|I\rangle$ into $-t$ times both terms of $|C\rangle$. The two terms add, and the matrix element is $-2t$. Thus

$$H_2=2m+\begin{pmatrix}U/2-V&-2t\\-2t&-U/2\end{pmatrix}.$$

The mean of the diagonal is $-V/2$ and half its difference is $\delta$. The lower eigenvalue is

$$E(2)=2m-\frac V2-R.$$

Three electrons are one hole in a full pair. Define hole operators by $c_{1\sigma}=f_{1\sigma}^\dagger$ and $c_{2\sigma}=-f_{2\sigma}^\dagger$. Then $n_{i\sigma}-\frac12=-(f_{i\sigma}^\dagger f_{i\sigma}-\frac12)$, so both interaction terms, being products of two such factors, keep their form. For hopping,

$$-t\,c_{1\sigma}^\dagger c_{2\sigma}=t\,f_{1\sigma}f_{2\sigma}^\dagger=-t\,f_{2\sigma}^\dagger f_{1\sigma},$$

which is again hopping with amplitude $-t$. The term $mN$ becomes $m(4-M)$ for $M$ holes. Therefore

$$E(4-M)-m(4-M)=E(M)-mM.$$

For $M=1$ this gives $E(3)=E(1)+2m=3m-t$. It follows at once that

$$A=3m-t-\left(2m-\frac V2-R\right)=m+F,\qquad D=2m-\frac V2-R-(m-t)=m-F.$$

With four electrons, $E(4)=4m+U/2+V$, and subtraction of $E(3)$ gives the same $S$ as before.

The lowest hole state is created by $f_{1\sigma}^\dagger+f_{2\sigma}^\dagger=c_{1\sigma}-c_{2\sigma}$. It removes one electron from a full $u$ orbital and leaves the other one there. The hole is shared equally, so each site carries half of the anion's unpaired spin.

Diagonalization of the full 16-state problem for 30 random parameter sets agreed with the three level formulas to rounding error.

## What the levels say

Take $U=0.50$ and $V=0.20$ eV. Then $\delta=0.15$ eV and

$$R=\sqrt{0.15^2+4(0.5062)^2}=1.023\ \text{eV},\qquad F=1.023-0.506+0.100=0.617\ \text{eV}.$$

The levels are $D=-0.244$, $A=0.991$ and $S=1.330$ eV. Only $A$ lies in the gap, 0.209 eV (0.0077 hartree) below $E_c$. Minimizing $E(N)-N\mu$ on a grid of Fermi levels across the gap finds the neutral centre below $A$ and the singly negative centre above it. The values of $D$ and $S$ lie inside the bands and do not describe bound charge states.

For this model, with the nuclei fixed, the opening decisions are settled. The neutral centre is treated as a singlet, with the triplet 0.873 eV higher, and the negative centre as a doublet with one electron in $u$. The empty level of the neutral centre is not the acceptor level:

$$A-e_u=F-t=\frac V2+(R-2t)=0.100+0.011=0.111\ \text{eV}.$$

The shift is over half of the binding energy. Most of it, $V/2$, arises because the mean repulsion contained in $e_u$ leaves out exchange between the sites. An orbital energy that includes this exchange, $e_u+V/2$, lies only 0.011 eV below $A$. The size of the shift thus depends on what the orbital energies contain; a total-energy difference avoids this dependence. The value 0.111 eV is therefore no estimate for a semilocal Kohn–Sham empty level, whose distance below $A$ can be of the order of half the repulsion of two electrons in $u$. The binding is also sensitive to the band edge. If a method placed $E_c$ more than 0.209 eV lower while leaving $A$ fixed, the acceptor level would be lost.

Three limits show what the splitting does.

**No repulsion.** For $U=V=0$, $R=2t$ and $F=t$. Then $A=e_u$ and $D=e_g$: the charge levels are the orbital energies.

**Large splitting.** For $2t\gg|\delta|$, expansion of the root gives $R\simeq2t+\delta^2/(4t)$ and

$$F\simeq t+\frac V2+\frac{(U-V)^2}{16t}.$$

The first two terms come from using $g^2$ alone for the neutral state. They give $A\simeq0.980$ eV, 0.011 eV below the full model result, because $E(2)$ is then too high by $R-2t$.

**No splitting.** For $t=0$ and $U>V$, $F=U/2$. With $m$ held fixed, $D=0.123$ and $A=0.623$ eV, both in the gap. Two uncoupled dangling orbitals can thus accept an electron, and they can also donate one. The splitting is not the sole cause of acceptor behaviour. At $t=0$ the second acceptor level, $m+U/2+V=0.823$ eV, lies in the gap too. The effect of a large enough splitting is to push the donor level and the second acceptor level out of the gap. The donor level does not move monotonically: $F$ decreases up to $t=\delta/\sqrt{12}=0.043$ eV and increases beyond.

Too much splitting removes the acceptor as well: at $t=1.0$ eV, $A=1.479$ eV, above $E_c$. To find the limits, set $F$ equal to the distance from $m$ to a band edge and let $c$ be that distance minus $V/2$. Then $R=t+c$, and squaring gives

$$3t^2-2ct+\delta^2-c^2=0,\qquad t=\frac{c+\sqrt{4c^2-3\delta^2}}{3}.$$

In both cases below $c>\delta>0$, so the product of the two roots, $(\delta^2-c^2)/3$, is negative and only the upper root is positive. For the donor, $c=0.373-0.100=0.273$ eV and $t=0.252$ eV. For the acceptor, $c=1.200-0.373-0.100=0.727$ eV and $t=0.719$ eV. The second acceptor level leaves the gap when $t>E_c-m-U/2-V=0.377$ eV. At fixed $m$, $U$ and $V$, the centre is therefore a single acceptor without a donor level for $0.377<t<0.719$ eV. The value 0.506 eV lies inside this range.

## What each derivation assumes

Both derivations assume two active orbitals, inert remaining electrons and fixed nuclei. If the nuclei are at the neutral minimum, relaxation of the anion can lower $E(3)$ but not $E(2)$. The relaxed acceptor level then lies at or below the value computed here, and by the same argument the relaxed donor level lies at or above it. The second acceptor level is more exposed. Suppose relaxation changes only $t$, at a harmonic cost. The slopes of $E(2)$, $E(3)$ and $E(4)$ with respect to $t$ are about $-2$, $-1$ and $0$, so the doubly negative centre relaxes about four times as much as the anion, and $S$ falls by about three times the anion's relaxation energy. Since $S$ is only 0.13 eV above $E_c$, an anion relaxation of 0.05 eV would bring it into the gap. The doubly negative state cannot be dismissed from fixed-nuclei levels alone.

The first derivation rests on the mirror. Reflection makes the states with one and three electrons single configurations and reduces the neutral ground-state problem to a two-by-two matrix. This structure survives if $J_{gg}$, $J_{uu}$, $J_{gu}$ and $K$ are four independent numbers, as they are for general orbitals, provided the triplet stays above the lower root of that matrix. At small splitting it can fall below. As long as $g$ and $g^2u$ are the lowest configurations for one and three electrons, $A+D=E(3)-E(1)=\epsilon_g+\epsilon_u+J_{gg}+2J_{gu}-K$. The acceptor and donor levels are then symmetric about half this sum, which takes the place of $m$. A twist that breaks the mirror but keeps the twofold axis leaves $g$ and $u$ separate, because the axis also exchanges atoms 1 and 2. If no symmetry that exchanges them remains, $g$ and $u$ in general mix and the separation fails.

The second derivation rests on the form of the repulsion. It neglects exchange between the sites, pair hopping and any dependence of $t$ on occupation; the last of these would in general spoil the electron-hole relation. The mirror matters less. Add a term $\Delta(n_1-n_2)$ that makes the site energies unequal. The hole transformation reverses the sign of $\Delta$, and exchanging the site labels restores it if $U$ is the same on both sites. Then $E(3)=E(1)+2m$ still holds, and $A$ and $D$ remain symmetric about $m$, although $F$ changes.

For a distorted centre with equal $U$ on the two sites, the second route thus retains a relation between the levels. For a symmetric centre with orbital integrals from a calculation, the first is the one to use. The complete numerical output follows.

## Calculated quantities

```
valence edge, conduction edge: 0.00, 1.20 eV
dangling energy e_d, coupling h: 0.45, 0.40 eV
oxygen s energy, p energy: -20.0, -6.0 eV
oxygen coupling strength at reference distance: 4.0 eV
reference distance, decay length: 1.6, 0.6 angstrom
silicon 1 position: [1.8 0.  1.4] angstrom
silicon 2 position: [-1.8  0.   1.4] angstrom
silicon 3 position: [ 0.   1.5 -1.4] angstrom
silicon 4 position: [ 0.  -1.5 -1.4] angstrom
oxygen position: [ 0.   0.  -0.8] angstrom
oxygen to bonded silicon: 1.616 angstrom
oxygen to free-pair silicon: 2.843 angstrom
Si-O-Si angle: 136.4 degrees
bare vacancy levels: [-0.75  0.85  0.85  0.85] eV
levels with oxygen, lower four: [-21.468  -8.733  -6.505  -6.03 ] eV
levels with oxygen, upper four: [-0.133  0.88   2.205  3.583] eV
valence electrons in eight-orbital model: 10
gap levels without, with oxygen: 3, 1
coupling k of odd pair orbital to oxygen p: 0.4516 eV
bonding level e_g: -0.1328 eV
antibonding level e_u: 0.8796 eV
mirror parity of g, u: +1, -1
free-pair weight in g, u: 0.8899, 0.9957
g, u with oxygen decoupled from free pair: [-0.2047  0.85  ] eV
pair centre m, hopping t: 0.3734, 0.5062 eV
repulsions U, V: 0.50, 0.20 eV
R, F: 1.0235, 0.6173 eV
largest level-formula error, 30 random cases: 1.8e-15 eV
singlet-triplet separation, neutral: 0.8735 eV
donor level (+/0): -0.2438 eV
acceptor level (0/-): 0.9907 eV
second acceptor level (-/--): 1.3296 eV
acceptor depth below conduction edge: 0.2093 eV = 0.00769 hartree
squared amplitude for adding electron to u: 0.9946
anion spin share on each silicon: 0.500, 0.500
t at which donor level leaves gap: 0.2516 eV
t at which second acceptor level leaves gap: 0.3766 eV
t at which acceptor level leaves gap: 0.7188 eV
t=0 control, donor and acceptor: 0.1234, 0.6234 eV
t=1.0 eV control, donor and acceptor: -0.7322, 1.4791 eV
```
